The Sternheimer factor of closed-shell ions from first-order radial equations, part 1

(Sections cited here and not found follow in the second part.)

Sternheimer's radial equations for a closed shell in a quadrupole field

1. The physical situation

A nucleus with an electric quadrupole moment Q has an energy that depends on its orientation in the electric field gradient at its position. Nuclear quadrupole resonance, the quadrupole splitting of NMR and Mössbauer lines and the quadrupole term in EPR spectra all measure the product of Q and this gradient. Take a closed-shell ion such as Na⁺ at a lattice site of low symmetry. Its own electron cloud is spherical when the ion is free and then gives no gradient at the nucleus. The neighbouring charges do give one. They also distort the cloud, and the distorted cloud, being much closer to the nucleus than the neighbours are, adds a gradient of its own. To first order this addition is proportional to the applied gradient, so that

V_zz(at nucleus) = (1 − γ∞) V_zz(applied).

The number γ∞ is the Sternheimer factor for distant charges. A positive γ∞ is called shielding and a negative one antishielding. The same number can be viewed from the nucleus: Q polarizes the cloud, the cloud acquires an induced moment Q_ind = −γ∞Q, and the neighbours interact with the total (1 − γ∞)Q. Finding γ∞ means finding the first-order change of every occupied orbital in a field with the angular form P2(cos θ). Sternheimer's method obtains these changes from one inhomogeneous radial equation per shell and per final angular momentum, with no sum over excited states.

2. Model and conventions

The algebra is in Hartree atomic units (ħ = m = e = 4πε0 = 1), and the electron has charge −1. The electrons are nonrelativistic and independent, and all move in one local central potential V(r), with V → −Z/r at the nucleus:

h0 = −½∇² + V(r),  h0 φ_nlm = ε_nl φ_nlm,  φ_nlm = (u_nl(r)/r) Y_lm,  ∫u² dr = 1.

The functions u are real and radial integrals run from 0 to ∞ unless limits are shown. The bracket ⟨f⟩ means ∫u² f dr for the shell in question. Every occupied shell is full, with two spins and all m. With x = cos θ, write Y_lm = Θ_lm(x) e^{imφ}/√(2π), where Θ_lm is real and ∫Θ_lm² dx = 1 over −1 ≤ x ≤ 1, and P2 = (3x² − 1)/2. For any radial function w,

(h0 − ε_nl)[(w/r) Y_l'm] = (1/r) Y_l'm L_l' w,

L_l' = −½ d²/dr² + l'(l'+1)/(2r²) + V(r) − ε_nl.  (1)

L_l' carries the centrifugal term of l' and the energy of the unperturbed shell nl. Until part 12 the potential V is held fixed while the perturbation acts. This is the uncoupled approximation: the electrons respond to the applied field but not to each other's response.

One standard tool is used, the addition theorem for unit vectors a and b:

Σ_m Y_lm(a) Y*_lm(b) = (2l+1)/(4π) · P_l(a·b).  (2)

Together with 1/|r − r'| = Σ_L (r<^L / r>^{L+1}) P_L(r̂·r̂') it gives the potential of an axially symmetric source. The azimuthal integral removes all terms with m ≠ 0, and P_L(r̂·r̂') may be replaced by P_L(cos θ)P_L(cos θ').

3. The two quadrupole perturbations

The nucleus. For an axial nuclear charge density ρ_N the moment is defined by Q = ∫ρ_N (3z² − r²) d³r = 2∫ρ_N r²P2 d³r. Outside the nucleus the L = 2 part of its potential is P2 r⁻³∫ρ_N r'²P2' d³r' = Q P2/(2r³). An electron has the energy

h1 = −(Q/2) r⁻³ P2.  (3)

The outer charges. A charge q on the z axis at distance d gives, for r < d, the L = 2 potential q r²P2/d³. Since r²P2 = z² − (x² + y²)/2 in Cartesian coordinates, its second derivative along z is 2, and V_zz = ∂²(potential)/∂z² = 2q/d³. Any axial arrangement therefore has the L = 2 potential (V_zz/2) r²P2 inside the nearest charge, and an electron has the energy

h1 = −(V_zz/2) r²P2.  (4)

This form holds only where r < d, which is the meaning of the subscript ∞: the charges must lie outside the cloud. The energy of the nucleus in this potential, with its axis along z, is ∫ρ_N (V_zz/2) r²P2 d³r = QV_zz/4.

Axial symmetry is no restriction. A general gradient is a traceless symmetric tensor with principal values V_ii along axes x_i, and

Σ_i (V_ii/3) r²P2(cos θ_i) = Σ_i (V_ii/3)(3x_i² − r²)/2 = ½ Σ_i V_ii x_i²,

because Σ_i V_ii = 0 removes the r² term. The general field is a sum of three axial ones. A spherical ion responds to each with the same factor, so in first order the whole tensor is multiplied by 1 − γ∞ and its asymmetry is unchanged.

Both perturbations have the form

h1 = λ f(r) P2(cos θ),  (5)

with λ = −Q/2, f = r⁻³ for the nucleus and λ = −V_zz/2, f = r² for the outer charges.

4. First-order equation and its angular reduction

Put φ = φ0 + φ1 and ε = ε_nl + ε1 into (h0 + h1)φ = εφ, with φ0 = φ_nlm, and keep terms of first order in λ:

(h0 − ε_nl) φ1 = −(h1 − ε1) φ0.  (6)

The level ε_nl is degenerate in m, so φ0 must be chosen such that h1 has no matrix elements between different members of the shell. P2 does not depend on the azimuth, so h1 conserves m and the functions Y_lm already have this property.

Expand the product of P2 and Y_lm in spherical harmonics:

P2 Y_lm = Σ_l' c(l'm,lm) Y_l'm,  c(l'm,lm) = ∫Θ_l'm P2 Θ_lm dx.  (7)

The coefficient is real and symmetric in l and l'. Three facts limit l'. P2 is even under inversion, so l' − l is even. The product of r²P2 and r^l Y_lm is a homogeneous polynomial of degree l + 2, which contains no harmonic above l + 2. The symmetry of c then gives l ≤ l' + 2 as well. Hence l' = l − 2, l or l + 2. For l = l' = 0 the coefficient is ½∫P2 dx = 0. An s shell couples to d only, and a p shell to p and f.

Multiply (6) by φ0* and integrate. The left side vanishes because h0 is Hermitian and (h0 − ε_nl)φ0 = 0. This leaves

ε1 = λ c(lm,lm) ⟨f⟩.  (8)

With (7) and (8) the right side of (6) is

−λ (u/r) Σ_l' c(l'm,lm) [f − δ_ll' ⟨f⟩] Y_l'm.

Write the unknown with the same factors taken out:

φ1 = −λ Σ_l' c(l'm,lm) (w_{nl→l'}(r)/r) Y_l'm.  (9)

By (1) the left side of (6) is −λ Σ c (1/r) Y_l'm L_l' w. The Y_l'm are independent, so each l' gives a separate equation, and the factor −λ c/r cancels from both sides:

[−½ d²/dr² + l'(l'+1)/(2r²) + V − ε_nl] w_{nl→l'} = (f − δ_ll' ⟨f⟩_nl) u_nl.  (10)

These are Sternheimer's equations. All dependence on m sat in c, and it has cancelled, so one radial function serves all orbitals of the shell. For the three channels of an ion with s and p shells, and the nuclear source:

s→d:  [−½ d²/dr² + 3/r² + V − ε_ns] w = u_ns / r³
p→p:  [−½ d²/dr² + 1/r² + V − ε_np] w = u_np (1/r³ − ⟨r⁻³⟩_np)
p→f:  [−½ d²/dr² + 6/r² + V − ε_np] w = u_np / r³

For the outer charges r⁻³ is replaced by r² throughout. Channels with l' ≠ l are called angular excitations and those with l' = l radial excitations.

Existence and uniqueness. For l' = l the operator L_l annihilates u. Then ∫u L_l w dr = 0, so the source must be orthogonal to u, and the subtraction of ⟨f⟩ makes it so. The solution is fixed up to a multiple of u. Normalization of φ0 + φ1 to first order requires Re⟨φ0|φ1⟩ = 0, and for real w this is

∫u_nl w_{nl→l} dr = 0.  (11)

For l' ≠ l the normalizable solution exists and is unique if ε_nl is not a level of the l' channel. A pure Coulomb field breaks this condition for 3s→d, since ε_3s = ε_3d. There, at Z = 1, u_3s ∝ r(1 − 2r/3 + 2r²/27)e^{−r/3} and u_3d ∝ r³e^{−r/3}. With a = 3/2 and ∫r^k e^{−r/a} dr = k! a^{k+1}, the overlap of the r² source with u_3d is proportional to a⁷(720 − 5040 + 6720), which is not zero, so that equation has no solution. The overlap of the r⁻³ source is proportional to 9/4 − 9/2 + 9/4 = 0, so that equation has a solution, but any multiple of u_3d can be added to it. A screened potential separates 3s from 3d, and the channels 1s→d, 2s→d and 2p→f are safe even in the Coulomb field because no 1d, 2d or 2f level exists.

5. The angular coefficients

The functions needed, with s = √(1 − x²), are

Θ00 = 1/√2,  Θ20 = √(5/2) P2,
Θ10 = √(3/2) x,  Θ30 = √(7/2) P3,  P3 = (5x³ − 3x)/2,
Θ11 = √(3/4) s,  Θ31 = √(21/32) (5x² − 1) s.

The norms follow from ∫P_L² dx = 2/(2L+1), from ∫s² dx = 4/3, and from ∫(5x² − 1)²(1 − x²) dx = 2(−25/7 + 7 − 11/3 + 1) = 32/21. The functions Θ11 and Θ31 are orthogonal, since ∫(5x² − 1)(1 − x²) dx = 2(−1 + 2 − 1) = 0. For m = −1 the same Θ apply. A different sign convention for any Θ changes the sign of an off-diagonal c together with that of Y_l'm and leaves (9) unchanged.

The s shell:

P2 Θ00 = P2/√2 = (1/√5) Θ20,  so c² = 1/5.

The p shell, m = 0. Since (3/5)P3 = 3x³/2 − 9x/10, one has x P2 = 3x³/2 − x/2 = (3/5)P3 + (2/5)x. Multiplying by √(3/2),

P2 Θ10 = (2/5) Θ10 + (3/5)√(3/7) Θ30.

So c = 2/5 for p→p and c² = (9/25)(3/7) = 27/175 for p→f.

The p shell, m = ±1. Since (3/10)(5x² − 1) = 3x²/2 − 3/10, one has P2 = (3/10)(5x² − 1) − 1/5. Multiplying by √(3/4) s,

P2 Θ11 = −(1/5) Θ11 + (3/10)√(3/4)√(32/21) Θ31.

So c = −1/5 for p→p and c² = (9/100)(3/4)(32/21) = 18/175 for p→f.

The diagonal values 2/5, −1/5, −1/5 add to zero, so by (8) the first-order energy of the full shell vanishes, as it must for a spherical density in a P2 field. The sums of squares S = Σ_m c² are

S(s→d) = 1/5,
S(p→p) = 4/25 + 2(1/25) = 6/25,
S(p→f) = 27/175 + 2(18/175) = 63/175 = 9/25.

6. The induced density of full shells

The electron number density is n = 2 Σ|φ|², the 2 counting spin. To first order |φ0 + φ1|² changes by 2 Re(φ0*φ1). With (9), and noting that Y*_lm Y_l'm = Θ_lm Θ_l'm/2π is real,

δn = −4λ Σ_{nl→l'} (u w / r²) K_ll'(θ),  K_ll' = Σ_m c(l'm,lm) Y*_lm Y_l'm.  (12)

For one orbital the product Y*_lm Y_l'm contains several multipoles, for instance L = 2 and 4 in p→f. For the full shell only L = 2 survives. To see this, write c as an integral over a direction b and extend the sum to all m and m', which adds only zeros:

K(a) = Σ_mm' Y_l'm'(a) [∫Y*_l'm'(b) P2(b·ẑ) Y_lm(b) dΩ_b] Y*_lm(a).

The two sums are done with (2):

K(a) = (2l+1)(2l'+1)/(4π)² ∫P_l(a·b) P_l'(a·b) P2(b·ẑ) dΩ_b.

Expand P_l(t)P_l'(t) = Σ_L α_L P_L(t). Orthogonality of the Legendre polynomials gives α_2 = 5J, with

J = ½∫P_l P2 P_l' dt,

which is the square of the 3j symbol (l 2 l'; 0 0 0). Because P2(b·ẑ) = √(4π/5) Y20(b), the theorem (2) gives ∫P_L(a·b)P2(b·ẑ) dΩ_b = δ_L2 (4π/5) P2(a·ẑ). Hence

K_ll' = (2l+1)(2l'+1) J/(4π) · P2.

Now multiply the definition of K in (12) by P2 and integrate over angles. Each term gives c times c, so the result is S. The formula just found gives (2l+1)(2l'+1)J/(4π) times ∫P2² dΩ = 4π/5. Therefore

S = (2l+1)(2l'+1) J/5,  K_ll' = (5S/4π) P2.  (13)

This reproduces part 5. For s→d, J = ½(2/5) = 1/5 and S = 5(1/5)/5 = 1/5. For p→p, x² = (2/3)P2 + 1/3 gives J = ½(2/3)(2/5) = 2/15 and S = 9(2/15)/5 = 6/25. For p→f, xP2 contains (3/5)P3, so J = ½(3/5)(2/7) = 3/35 and S = 21(3/35)/5 = 9/25. The shape can be checked by hand for p→p: 2πK = (2/5)(3/2)x² − 2(1/5)(3/4)(1 − x²) = (9x² − 3)/10 = (3/5)P2, so K = (6/5)P2/4π, and 5S = 6/5.

Define the weight C = 4S, which absorbs the 2 from spin and the 2 from the cross term. Then

δn = λ n2(r) P2(cos θ),  n2(r) = −(5/4πr²) Σ C_ll' u_nl w_{nl→l'},  (14)

C_ll' = (4/5)(2l+1)(2l'+1) J,

C(s→d) = 4/5,  C(p→p) = 24/25,  C(p→f) = 36/25.

C is symmetric in l and l'. The same formula gives 4/5, 8/7 and 72/35 for d→s, d→d and d→g. The program tests all six weights by exact angular integrals against the 3j form, and tests that K is a pure P2 with the coefficient of (13). If only some of the m are occupied for a given spin, (2) cannot be used and none of these weights applies. A half-filled shell with every m occupied by one spin, such as high-spin 3d⁵, still has a complete sum over m, and each of its weights is C/2.

If (10) is written in rydberg, with the operator −d²/dr² + l'(l'+1)/r² + V − ε and the same right side, the operator is twice as large, w is half as large, and the weights double to 8/5, 48/25 and 72/25. The products C w are the same.

7. The Sternheimer factor in both pictures

Nuclear picture. Let w^(N) solve (10) with f = r⁻³. The induced charge density is −δn, so its moment, defined as for the nucleus, is

Q_ind = −2∫δn r²P2 d³r = −2λ (4π/5)∫n2 r⁴ dr = +2λ Σ C ∫u w^(N) r² dr.

With λ = −Q/2 this is Q_ind = −γ_N Q, where

γ_N = Σ C_ll' ∫u_nl w^(N)_{nl→l'} r² dr.  (15)

The outer potential (V_zz/2) r²P2 acting on −δn gives the energy V_zz Q_ind/4, so the total coupling is (1 − γ_N)QV_zz/4.

External picture. Let w^(E) solve (10) with f = r². The induced density repels a test electron with the energy ∫δn(r')/|r − r'| d³r'. The angular integral gives (4π/5)P2(cos θ) and selects L = 2, so the energy is λ v_H2(r) P2 with

v_H2(r) = (4π/5)[r⁻³∫₀ʳ n2 r'⁴ dr' + r²∫ᵣ^∞ n2 r'⁻¹ dr'].  (16)

Near the nucleus u w^(E) is at most of order r⁴ (part 8), so n2 is of order r², the first term is of order r⁴, and the second tends to r²(4π/5)∫n2 r⁻¹ dr. Inserting (14), v_H2 → −γ_E r², where

γ_E = Σ C_ll' ∫u_nl w^(E)_{nl→l'} r⁻³ dr.  (17)

The total L = 2 potential at the nucleus is λ(1 − γ_E) r²P2, so the gradient is (1 − γ_E)V_zz. Since ∫δn P2 r⁻³ d³r = λ(4π/5)∫n2 r⁻¹ dr, the same number is

γ_E = −d/dλ ∫n P2 r⁻³ d³r,  (18)

a form that makes no reference to radial equations and can be evaluated by diagonalizing h0 + λr²P2 at small finite λ in a basis confined to a finite sphere. The confinement is needed because, for either sign of λ, the term λr²P2 falls without limit in some directions.

The two agree channel by channel. Consider ∫w^(E) L_l' w^(N) dr. By (10) it equals ∫w^(E) r⁻³ u dr, the ⟨f⟩ term dropping out by (11). Likewise ∫w^(N) L_l' w^(E) dr = ∫w^(N) r² u dr. The difference of the two left sides comes from the second derivative alone:

∫[w^(E) L w^(N) − w^(N) L w^(E)] dr = −½ [w^(E) w^(N)' − w^(N) w^(E)'] from 0 to ∞.

At infinity both functions decay exponentially. At the origin w^(E) is of order r^{l'+1}. For l' ≥ l, w^(N) is of order r^l (part 8), so both products are at most of order r^{l+l'}, with l + l' ≥ 2. For l' = l − 2 the homogeneous term r^{l'+1} leads in w^(N) as well, and both products are of order r^{2l'+1}, which is r for d→s. The boundary term vanishes, and

γ∞ = γ_N = γ_E.

Each integral has the dimension of 1/(length × energy). In other units it is multiplied by e²/4πε0, so γ∞ is a pure number.

8. Behaviour at the nucleus

As r → 0, u → a r^{l+1}, and the kinetic and centrifugal terms of L_l' dominate. Acting on a power they give ½[l'(l'+1) − p(p−1)] r^{p−2}, so the homogeneous solutions start as r^{l'+1} and r^{−l'}. For l' ≥ 1 the second is not square integrable and is excluded. For l' = 0 it gives an orbital proportional to 1/r, whose Laplacian contains a delta function at the origin that is absent from (6), so it is excluded too.

For f = r² and l' ≠ l the source is of order r^{l+3} and the particular solution of order r^{l+5}. For l' = l the subtracted constant ⟨r²⟩ lowers these orders to r^{l+1} and r^{l+3}. In both cases the homogeneous term r^{l'+1} leads, since l' ≤ l + 2. The product u w^(E) is of order r^{l+l'+2}, which is r⁴ for s→d and p→p and r⁶ for p→f.

For f = r⁻³ the source is a r^{l−2}. The particular solution has p = l:

w^(N) → a r^l · 2/[l'(l'+1) − l(l−1)].

It dominates r^{l'+1} in the three channels considered, so that

w r/u → 1/3 (s→d),  1 (p→p),  1/6 (p→f).  (19)

For s→d the function w tends to the constant a/3. A numerical solution that starts w as r³ near the origin has the wrong form there. The orbital correction w/r diverges as 1/r but is square integrable.

In p→p the next term contains a logarithm. The −Z/r term forces u = a r²(1 − Zr/2), so the source is a/r − aZ/2. Trying w = a r + b r² ln r + c r², the kinetic and centrifugal terms give a/r from the first term, −½b(2 ln r + 3) + b ln r = −3b/2 from the second, and zero from the third. The Coulomb term gives −Za. Order r⁰ requires −3b/2 − Za = −Za/2, so b = −Za/3. The constant c is not fixed locally. The relative correction to (19) is of order Zr|ln r|.

The point quadrupole has to be used with care. The integrand of (17) is of order r for s→d and p→p, so replacing r⁻³ by the true, finite potential inside a nucleus of radius R_N changes γ∞ only at order R_N². The term linear in Q is thus well defined. The energy of second order in Q involves ∫u w^(N) r⁻³ dr, whose integrand is of order r^{2l−2}. It diverges for s→d and depends on the nuclear size. That term does not enter γ∞.

The radial equations (10) and the weights C now give γ∞ for full shells, with the same value in the nuclear and external pictures. Still to come are the mixing between occupied shells, the signs of the channels, closed forms in a Coulomb field, the response of the potential, and a worked example for Na⁺.
